Why ion-assisted etching can exceed sputtering plus spontaneous chemistry

**Question**

I picture ion-assisted etching as two things happening on the same surface. Energetic ions knock atoms out, which is sputtering. Reactive neutrals form volatile products that leave by themselves, which is spontaneous chemistry. If so, I should be able to measure the etch rate with ions alone, measure it with neutrals alone, and add the two to get the rate with both present.

Is that right? If the combined rate can be larger than the sum, where do the extra atoms come from, and is it larger under all conditions? I would like to see it in a model simple enough to solve by hand.

**Answer**

The sum leaves out a process that neither separate measurement can show: an ion removing an atom from a place that the neutrals have already modified. With ions alone there are no such places. With neutrals alone there are no ions to act on them. A model that tracks how much of the surface is modified shows what this process adds, and also what it takes away from the other two.

**The model**

Let each surface site be either bare or converted, where "converted" means that its substrate atom is bound to reactant. Let θ be the converted fraction and n_s the number of sites per area. All rates below are substrate atoms removed per nm² per second, and fluxes are particles per nm² per second.

Four processes act:

- Neutrals arrive with flux Γ_n and stick to bare sites with probability s. One sticking molecule converts one site. With a = sΓ_n, the conversion rate is a(1−θ).
- A converted site loses its atom spontaneously at rate k. With K = k n_s, this removes Kθ.
- Ions of flux J remove Y_c atoms per ion from a fully converted surface. At coverage θ they remove Y_c Jθ from converted sites.
- Ions remove Y_0 atoms per ion from a fully bare surface, and so Y_0 J(1−θ) from bare sites at coverage θ.

The last two expressions assume that the chance of removing an atom depends on the state of its own site and not on its neighbours. A yield may exceed one, because one ion can act on several sites.

Removing any atom exposes a fresh bare site. Removal from a converted site therefore lowers θ, while removal from a bare site leaves θ unchanged. The balance of converted sites is

n_s dθ/dt = a(1−θ) − Kθ − Y_c Jθ.

I also assume that ions do not strip reactant without etching, do not change s or k, and do not mix reactant below the top layer. The three experiments are compared at the same neutral flux, ion flux, ion energy and temperature.

**The three steady rates**

In steady state the left side is zero, so a = (a + K + Y_c J)θ and

θ = a/(a + K + Y_c J).

With neutrals alone, J = 0 and the coverage is

θ_n = a/(a + K).

With ions alone nothing is converted, so θ = 0. The separate rates are

R_i = Y_0 J,
R_n = Kθ_n.

With both present,

R = Kθ + Y_c Jθ + Y_0 J(1−θ).

The additive picture contains the first and last terms of R, but not the middle one. It also gets those two terms wrong. Ions clear converted sites, so θ < θ_n, and the spontaneous term Kθ is smaller than R_n. Part of the surface is converted, so the bare-sputtering term is smaller than R_i. Both familiar channels run more slowly together than alone, and any excess has to come from the middle term.

**The excess**

Define ΔR = R − R_i − R_n. The steady balance with ions says that removal from converted sites equals conversion:

(K + Y_c J)θ = a(1−θ).

The balance without ions says the same for the neutral-only experiment:

Kθ_n = a(1−θ_n).

Inserting both,

ΔR = a(1−θ) + Y_0 J(1−θ) − Y_0 J − a(1−θ_n)
= a(θ_n − θ) − Y_0 Jθ.

The first term is the additional uptake of neutrals, which stick more often because the ions keep opening bare sites. The second is the sputtering lost because some sites are no longer bare. To evaluate the first term, put the two coverages over a common denominator:

θ_n − θ = a[(a + K + Y_c J) − (a + K)] / [(a + K)(a + K + Y_c J)]
= a Y_c J / [(a + K)(a + K + Y_c J)].

Multiplying by a gives one factor θ_n and one factor θ:

a(θ_n − θ) = Y_c J θ θ_n.

Therefore

ΔR = Jθ(Y_c θ_n − Y_0).

Since J and θ are positive, the combined rate exceeds the sum if and only if

Y_c θ_n > Y_0.

So the answer to your last question is no: the excess is conditional, even in this model.

The factor θ_n has a direct meaning. The spontaneous channel loses

K(θ_n − θ) = (Kθ_n/a) Y_c Jθ = (1−θ_n) Y_c Jθ,

where the last step uses Kθ_n = a(1−θ_n). For each atom removed by the assisted process, the spontaneous channel thus removes 1−θ_n fewer atoms. The net gain is θ_n atoms, and it must still outweigh the lost sputtering.

**What the additive picture would really give**

Suppose ions did not care whether a site is converted, so that Y_c = Y_0. This is plain sputtering and spontaneous chemistry sharing one surface. Then

ΔR = −Y_0 Jθ(1−θ_n),

which is negative for K > 0. The ions still remove Y_0 J atoms in total, but some of these come from converted sites. This uses up reactant and leaves fewer converted sites for the spontaneous channel, so the total is below the sum.

The opposite limit is K → 0, where the neutrals convert the surface but nothing leaves by itself. Then R_n = 0, θ_n = 1, and the condition becomes Y_c > Y_0. A gas that etches nothing alone can still raise the etch rate under ions.

For K > 0, the condition Y_c > Y_0 is necessary but not sufficient. Inserting θ_n gives Y_c a > Y_0(a + K), or a(Y_c − Y_0) > KY_0. For Y_c > Y_0 the supply must therefore satisfy

a > KY_0/(Y_c − Y_0).

This threshold does not contain the ion flux. That is a property of one-step conversion. If a site needs two sticking events in sequence and ions also clear half-converted sites, the threshold in general depends on J.

**A case with a large excess**

Take round model parameters that stand for no particular material: n_s = 10 nm⁻², Γ_n = 1000 nm⁻² s⁻¹, s = 0.1, k = 0.5 s⁻¹, J = 20 nm⁻² s⁻¹, Y_0 = 0.1 and Y_c = 2. Then a = 100 and K = 5 nm⁻² s⁻¹, and Y_c J = 40 nm⁻² s⁻¹. The coverages are

θ_n = 100/105 = 0.952,
θ = 100/145 = 0.690.

The separate rates, in nm⁻² s⁻¹, are

R_i = 0.1 × 20 = 2.00,
R_n = 5 × 0.952 = 4.76,

with sum 6.76. Together, the channels give (results evaluated with unrounded coverages)

spontaneous: 5 × 0.690 = 3.45,
ion-assisted: 40 × 0.690 = 27.59,
bare sputtering: 2 × (1 − 0.690) = 0.62.

Their total is R = 31.66 nm⁻² s⁻¹, which is 4.7 times the sum. The excess is 24.89 nm⁻² s⁻¹, in agreement with Jθ(Y_c θ_n − Y_0) = 20 × 0.690 × (1.905 − 0.1) up to rounding. For a substrate with 50 atoms per nm³, the etch speed is 38 nm/min instead of the 8.1 nm/min expected from addition.

As predicted, both familiar channels have slowed down: the spontaneous one from 4.76 to 3.45, and bare sputtering from 2.00 to 0.62. If Y_c is lowered to 0.1, equal to Y_0, the excess becomes −0.089 nm⁻² s⁻¹. The large enhancement is thus due to the higher yield from converted sites.

The threshold supply is 5 × 0.1/1.9 = 0.263 nm⁻² s⁻¹, or a neutral flux of 2.63 nm⁻² s⁻¹. The chosen flux of 1000 is far above it.

**A case below the sum**

Keep the same supply and ion flux, but let the products leave faster, k = 20 s⁻¹, and let the ions sputter bare sites well, Y_0 = 1 with Y_c = 1.5. Now K = 200 nm⁻² s⁻¹ and

θ_n = 100/300 = 0.333,
θ = 100/330 = 0.303.

A converted site is still easier for an ion to etch than a bare one, but Y_c θ_n = 0.5 is less than Y_0 = 1. The excess is

ΔR = 20 × 0.303 × (0.5 − 1) = −3.03 nm⁻² s⁻¹.

The separate rates are 20.0 and 66.7, with sum 86.7, while the combined rate is 83.6 nm⁻² s⁻¹. That is 3.5% below the sum. For each atom that ions take from a converted site, the spontaneous channel removes 1−θ_n = 0.667 fewer atoms. The net gain of 0.333 atoms does not make up for the lost bare sputtering.

These results were also checked by a simulation that follows single sites event by event and counts removed atoms, with each ion acting on four neighbouring sites. It gives excesses of 24.92 and −3.11 nm⁻² s⁻¹, consistent with 24.89 and −3.03 within its statistical scatter (standard deviations of about 0.1 and 0.2 nm⁻² s⁻¹). It shares the assumptions of the model, so it tests the solution and not whether a real surface behaves this way. The values are in the numerical output below.

**How the excess depends on ion flux**

At small J the coverage stays near θ_n, and the excess grows in proportion to J:

ΔR ≈ Jθ_n(Y_c θ_n − Y_0).

At large J, Jθ tends to a/Y_c, so

ΔR → a(θ_n − Y_0/Y_c).

In the first example this limit is 100 × (0.9524 − 0.05) = 90.2 nm⁻² s⁻¹. More ions cannot push the excess past it, because each assisted removal uses reactant that the neutrals must replace.

The ratio of combined rate to sum behaves differently, since R_i keeps growing with J. Write

R/(R_i + R_n) = 1 + ΔR/(R_n + Y_0 J),
ΔR = aJ(Y_c θ_n − Y_0)/(a + K + Y_c J).

Dividing numerator and denominator by J, the last term of the ratio becomes a(Y_c θ_n − Y_0) divided by

(a + K + Y_c J)(R_n + Y_0 J)/J
= (a + K)R_n/J + Y_c Y_0 J + (a + K)Y_0 + Y_c R_n.

For a positive excess, the ratio is largest where this expression is smallest. Since (a + K)R_n = aK, setting its derivative to zero gives −aK/J² + Y_c Y_0 = 0, so

J* = √[aK/(Y_c Y_0)].

The first example gives J* = √(500/0.2) = 50 nm⁻² s⁻¹, where the ratio is 5.5. For K > 0 the ratio falls back towards one on either side: at small J the neutral-only rate dominates, and at large J bare sputtering does. For K = 0 there is no neutral-only rate and J* = 0. The ratio then starts at Y_c/Y_0 at small J and falls towards one as J grows.

**What you would see when the ions are switched on**

Start with the surface prepared by neutrals alone, at coverage θ_n, and switch on the ions at t = 0. With θ the new steady coverage, the site balance reads

n_s dθ(t)/dt = (a + K + Y_c J)[θ − θ(t)],

with the solution

θ(t) = θ + (θ_n − θ) exp(−t/τ), τ = n_s/(a + K + Y_c J).

In the first example τ = 10/145 = 0.069 s. The rate just after switch-on is

(K + Y_c J)θ_n + Y_0 J(1−θ_n) = 45 × 0.9524 + 2 × 0.0476 = 42.95 nm⁻² s⁻¹.

It falls to 35.8 after one τ and settles at 31.7 nm⁻² s⁻¹. The initial burst is the stored layer being used up: converted sites lose 42.9 atoms per nm² per second, while neutrals at first convert only a(1−θ_n) = 4.8. In the steady state, conversion has risen to a(1−θ) = 31.0 and matches the loss. The rate starts above its steady value when K + Y_c J > Y_0 J, that is, when a converted site loses atoms faster than a bare one.

**Where the formula stops applying**

If ions also strip reactant without removing a substrate atom, the site balance needs another loss term, and for K > 0 the criterion Y_c θ_n > Y_0 changes. The criterion can also change if several molecules are needed to convert a site, if ion damage alters the sticking probability, or if ion heating alters k. The approach remains the same: write a balance for each kind of site, including partly converted ones if several molecules are needed, solve the balances for each of the three experiments, and compare the rates. Adding the separate rates skips that step, because it treats each process as if it had the surface to itself.

Computed values

```
MAIN EXAMPLE (round model parameters)
site density 10 nm^-2
substrate atom density 50 nm^-3
neutral flux 1000 nm^-2 s^-1, sticking 0.1
supply a = 100.0 nm^-2 s^-1
spontaneous rate constant k = 0.5 s^-1
full-layer spontaneous rate K = 5.0 nm^-2 s^-1
ion flux J = 20.0 nm^-2 s^-1
yields per ion: Y0 = 0.1, Yc = 2.0
coverage, neutrals only: 0.9524
coverage, with ions: 0.6897
ion-only rate R_i = 2.000 nm^-2 s^-1
neutral-only rate R_n = 4.762 nm^-2 s^-1
sum of separate rates = 6.762 nm^-2 s^-1
together, spontaneous channel = 3.448 nm^-2 s^-1
together, ion-assisted channel = 27.586 nm^-2 s^-1
together, bare sputtering channel = 0.621 nm^-2 s^-1
combined rate R = 31.655 nm^-2 s^-1
excess R - R_i - R_n = 24.893 nm^-2 s^-1
criterion Yc*theta_n = 1.9048, to compare with Y0
ratio R/(R_i + R_n) = 4.681
etch speed, combined = 37.99 nm/min
etch speed, sum of separate = 8.11 nm/min
simulated combined, ion-only, neutral-only = 31.66, 2.00, 4.74 nm^-2 s^-1
simulated excess = 24.92 nm^-2 s^-1
VARIATIONS OF THE MAIN EXAMPLE
excess if Yc is set equal to Y0 = -0.0890 nm^-2 s^-1
threshold supply = 0.2632 nm^-2 s^-1
threshold neutral flux = 2.632 nm^-2 s^-1
excess limit at large ion flux = 90.24 nm^-2 s^-1
ion flux of largest ratio = 50.00 nm^-2 s^-1
largest ratio = 5.509
relaxation time after ion switch-on = 0.0690 s
rate just after switch-on = 42.95 nm^-2 s^-1
rate one relaxation time later = 35.81 nm^-2 s^-1
SECOND EXAMPLE (same supply and ion flux)
k = 20.0 s^-1, K = 200.0 nm^-2 s^-1
yields per ion: Y0 = 1.0, Yc = 1.5
coverage, neutrals only: 0.3333
coverage, with ions: 0.3030
criterion Yc*theta_n = 0.5000, to compare with Y0
ion-only rate = 20.000 nm^-2 s^-1
neutral-only rate = 66.667 nm^-2 s^-1
sum of separate rates = 86.667 nm^-2 s^-1
combined rate = 83.636 nm^-2 s^-1
excess = -3.030 nm^-2 s^-1
simulated excess = -3.11 nm^-2 s^-1
```
